Surfactants on Si(111) can lengthen or shorten adatom migration

**The argument under review**

The manuscript argues as follows. Arsenic and antimony raise the island density in silicon homoepitaxy on Si(111). In nucleation theory a higher density means a smaller diffusion coefficient. A surfactant therefore works by slowing adatoms down, and gallium and indium, being surfactants too, must do the same.

The first sentence agrees with observation; the conclusion does not. Gallium and indium are observed to lower the island density. The inference also fails for arsenic and antimony taken alone, because a raised density does not establish slower hopping. The authors should separate three quantities: the diffusion coefficient on top of the surfactant layer, the distance an atom travels before it is incorporated, and the spacing of the islands. The analysis below shows how they come apart. It does not derive from electronic structure which element belongs to which case.

**Conventions and the capture number**

Consider submonolayer growth on wide terraces without desorption. Lengths are counted in lattice sites and densities per site. F is the landing rate per site and θ = Ft the dose. A mobile adatom, density n, hops at rate D to each of four neighbours, so D is its diffusion coefficient in sites²/s. N is the density of islands of two or more atoms, and pairs are taken as stable. Islands are points, and the square lattice stands in for the real surface.

Let Dε be the total loss rate of a mobile adatom in the surrounding medium. Far from a given island the density is n̄ = F/(Dε). If the island absorbs J atoms per second, the steady field around it is

n(r) = n̄ − (J/D) G(r), with (ε − Δ)G = δ,

where Δ is the lattice Laplacian. A perfect sink has n(0) = 0, hence J = Dn̄/G(0). Writing J = σDn̄ defines the capture number σ = 1/G(0), where

G(0) = ∫∫ dk dq/(2π)² · 1/(ε + 4 − 2cos k − 2cos q).

The q integral follows from ∫dq/(2π) · 1/(a − 2cos q) = 1/√(a² − 4). With u = 2 sin(k/2) and small ε, the rest is

G(0) ≈ (2/π) ∫₀² du / [√(16 − u⁴) √(u² + ε)].

Split 1/√(16 − u⁴) into 1/4 and a remainder. The first part gives (1/2π) ln(4/√ε). In the remainder ε may be dropped; with u² = 4 sin φ it becomes (1/4π) ∫₀^{π/2} tan(φ/2) dφ = (ln 2)/(4π). Together,

1/σ = G(0) ≈ (1/4π) ln(32/ε).

The capture number therefore varies slowly, and it may be frozen at its final value when the growth laws are integrated.

Now suppose that an atom arriving at an island site is incorporated only with probability s. If A atoms arrive per second, then J = sA, and the remaining (1 − s)A must hop away again at rate 4Dn(0). Direct landing and other losses on that one site are corrections of relative order ε. Thus n(0) = (1 − s)J/(4Ds). Setting this equal to n̄ − JG(0)/D gives

1/σₑ = G(0) + (1 − s)/(4s).

Poor sticking adds a resistance in series with diffusion.

**What the manuscript's formula assumes**

Let a mobile adatom exchange places with the surfactant at rate κ and become a buried single atom, density m. Let it return to the top at rate κ'. Two mobile atoms approach each other with relative diffusion coefficient 2D; halving to avoid double counting gives σDn² pair events per site and second. In mean field,

dn/dt = F − 2σDn² − σₑDnN − σDnm − κn + κ'm,

dm/dt = κn − κ'm − σDnm,

dN/dt = σDn² + σDnm.

On the clean surface κ = 0, m = 0 and σₑ = σ. Once islands capture most atoms, n = F/(σDN). Then dN/dt = F²/(σDN²). Dividing by dθ/dt = F gives N² dN = F dθ/(σD), so

N³ = 3Fθ/(σD).

This is the law behind the manuscript's inference. It requires that islands start from meetings of mobile atoms and that their edges absorb freely. A surfactant can break either condition.

**Reversible burial**

Suppose release is fast, κ' ≫ σDn. Then a buried atom usually returns before another atom finds it, and m = Kn with K = κ/κ'. The density of single atoms is c = n + m = (1 + K)n. Adding the first two rate equations cancels the exchange terms:

dc/dt = F − 2σDn(n + m) − σDnN.

Since Dn = Dc/(1 + K), define D_eff = D/(1 + K). The equations become

dc/dt = F − 2σD_eff c² − σD_eff cN, dN/dt = σD_eff c².

These are the clean equations with a new diffusion coefficient. Here, and for free edges, the manuscript's reasoning is valid if it is applied to D_eff. Let D₀ belong to the clean surface. At equal flux and dose the surfactant lowers the density if D/(1 + K) > D₀ and raises it if D/(1 + K) < D₀. With equal prefactors, K = exp(g/kT), where g is the energy gained on burial. For D > 2D₀ the crossover is at the positive gain

g* = kT ln(D/D₀ − 1).

**Permanent burial**

Now take κ' ≪ σDn. A buried atom stays until others join it, so it is already a seed. Let M = N + m count seeds and islands together. Adding the last two rate equations gives dM/dt = κn + σDn². If σDn ≪ κ, the pair term is negligible. The balance of mobile atoms is n = F/(κ + σDM), and so

dM/dθ = κ/(κ + σDM), which integrates to σDM²/2 + κM = κθ.

For κ ≪ σDM this becomes

M ≈ √(2κθ/(σD)).

The flux has dropped out, apart from small corrections. Burial and capture by islands are both processes of one mobile atom, so raising the flux multiplies both alike. Pair formation needs two mobile atoms and therefore depends on flux.

The integrated law also says when permanent burial raises the density above a clean value N₀. Setting M = N₀ gives the threshold

κ/D = σN₀²/(2(θ − N₀)).

This can be very small. Few atoms need to be buried, because each seed then collects many others.

**Passivated edges**

A third possibility has no burial but σₑ < σ. Suppose that the surfactant hinders attachment to islands but not the formation of pairs. Then n = F/(σₑDN), while new pairs still form at rate σDn². The same integration gives

N³ = 3σFθ/(σₑ²D).

Atoms rejected by islands remain on the terrace, n rises, and new pairs form. The density can go up although every atom hops quickly and travels far.

**Simulation of the same processes**

A kinetic Monte Carlo simulation that follows individual hops, and contains no capture numbers, was compared with the rate equations at θ = 0.1. The clean case had F = 1 per second and D = 10⁵ sites²/s. All surfactant cases had D ten times larger. Burial, where present, had κ = 10⁴ per second; the reversible case had κ' equal to κ, and the edge case had s = 0.05.

The simulated densities were 0.0096 for the clean surface, 0.0219 for permanent burial, 0.0065 for reversible burial and 0.0176 for passivated edges. The rate equations gave 0.0106, 0.0225, 0.0067 and 0.0177. Agreement within 20 % was required; the largest difference is about 9 %, in the clean case. Thus a tenfold increase in D accompanies a higher density in two cases and a lower one in the third.

Reducing the flux tenfold multiplied the clean density by 0.57 and the permanent-burial density by 1.04. The ideal clean factor is 10^(−1/3) = 0.46, while the full rate equations give 0.0055/0.0106 = 0.52. At these high densities the asymptotic law is thus approached but not reached. Each case was simulated once, so the remaining difference between 0.57 and 0.52 is not interpreted.

**An example in the regime of Si(111)**

Take 673 K, so kT = 0.0580 eV, a flux of 0.01 bilayer per second and a dose of 0.1 bilayer. A bilayer has two atoms per site, hence F = 0.02 per second and θ = 0.2. The clean hop barrier is 0.75 eV. Two model surfactants share a hop barrier of 0.50 eV and a burial barrier of 1.10 eV. They differ only in the gain on burial: 0.80 eV for the "V-like" layer and 0.10 eV for the "III-like" layer. These are round model energies, not computed properties of As, Sb, Ga or In.

The total hop rate 4D, the burial rate and the release rate share a prefactor of 10¹³ per second. Hence D = (10¹³/4) exp(−E/kT) per second, with E the hop barrier. This is 6.05 × 10⁶ sites²/s on the clean surface and 4.5 × 10⁸ on both surfactants, a ratio of 74.5.

For the clean surface σ = 1.26 is self-consistent: ε ≈ σN ≈ 0.00147 gives (1/4π) ln(32/ε) = 0.795 = 1/1.26. Therefore

N³ = 3 × 0.02 × 0.2/(1.26 × 6.05 × 10⁶) = 1.57 × 10⁻⁹,

or N = 1.16 × 10⁻³ per site. Integration of the rate equations gives 1.17 × 10⁻³, which is 9.15 × 10¹¹ cm⁻² and a spacing of 10.5 nm.

For the III-like layer, K = exp(0.10/0.0580) = 5.6 and D_eff = 4.5 × 10⁸/6.6 = 6.8 × 10⁷ sites²/s. This is still 11 times the clean value. The integrated density is 4.2 × 10¹¹ cm⁻², lower by a factor 0.46, and the spacing is 15.4 nm. Release at 1.0 × 10⁴ per second is much faster than capture by a buried atom, σDn ≈ F/N = 37 per second, as the reversible limit requires.

For the V-like layer, κ = 5.79 × 10⁴ per second and κ/D = 1.29 × 10⁻⁴. The threshold is 1.26 × (1.17 × 10⁻³)²/(2 × 0.199) = 4.3 × 10⁻⁶, so burial exceeds it thirtyfold. With σ = 1.54, the square-root law gives

M ≈ √(2 × 1.29 × 10⁻⁴ × 0.2/1.54) = 5.8 × 10⁻³,

and the term κM lowers this to 5.7 × 10⁻³. The integrated island density is 4.5 × 10¹² cm⁻², 4.9 times the clean value, with a spacing of 4.7 nm. Release at 0.06 per second is slow compared with F/N = 3.5 per second, so most seeds survive.

The manuscript's formula, applied to this last density with σ held fixed, would report a diffusion coefficient smaller by 4.92³ ≈ 119. The true one is larger by 74.5. The inference is wrong in direction and by nearly four orders of magnitude in size.

Between the two gains lies the crossover. The formula gives g* = 0.0580 × ln 73.5 = 0.249 eV, and direct integration gives 0.251 eV. With all other energies fixed, this is where the surfactant changes from lowering the density to raising it.

**Which migration length is meant?**

An isolated V-like adatom would have an rms run of √(4D/κ), or 63 nm, before burial. That is far longer than the island spacing. Only about 2.9 % of the landed atoms act as seeds; most of the others are caught by what those few have started. Burial thus shortens migration collectively.

The run before capture by islands can be estimated from the capture time 1/(σₑDN), which gives an rms distance √(4/(σₑN)). Evaluated at the final dose, this is the run of the last atoms deposited; earlier atoms travel farther, and the V-like value averaged over the whole dose is about 11 nm. With a site area of 0.128 nm², the final-dose value is about 19 nm on the clean surface, 29 nm for the III-like layer and 8 nm for the V-like layer. In this sense the V-like surfactant does shorten migration, while making each hop faster.

Passivated edges behave differently. With the same fast D, no burial and point islands, a sticking probability of 2.7 × 10⁻³ reproduces the V-like density. At equal prefactors this is an extra edge barrier of 0.34 eV. Here 1/σₑ is about 92, and the run is about 90 nm. The island density is 4.9 times the clean value, and the atoms travel nearly five times farther. Density alone therefore fixes neither D nor the distance travelled. The edge example does rely on unhindered pair formation. If pairs met the same resistance as edges, the law would become N³ = 3Fθ/(σₑD), and the density would be only about 1.2 times the clean value.

Flux dependence helps. At fixed dose and temperature, the exponent d ln N/d ln F is 0.006 for the V-like layer, 0.32 for the clean surface and the III-like layer, and 0.33 for passivated edges, all for point islands. An exponent near zero would favour permanent burial within this set of models. If some of the seeds are released before other atoms join them, the exponent lies between zero and one third, so a value above zero does not rule out burial. For point islands, an exponent near one third does not separate slow diffusion from passivated edges. Real edges, however, lengthen as islands grow. If attachment is the bottleneck, σₑ is proportional to the perimeter and hence to √(θ/N). Then n ∝ F/(D√(θN)), and dN/dθ = σDn²/F gives N ∝ F^(1/2) at fixed dose, apart from a slowly varying logarithm. Passivation can therefore move the exponent above one third, towards one half, provided that the islands grow to many atoms. A small excess proves nothing, since freely absorbing disks on the clean surface already give 0.34. Larger critical nuclei also raise the exponent, and measured exponents on clean Si(111) lie well above one third, so these values hold only where pairs are stable and cannot be carried over directly to the real surface.

**Comparison with the real surface**

The observed facts used here are the signs: up for As and Sb, down for Ga and In. The model shows that a difference in the permanence of burial is sufficient to produce them. It does not show that this is the cause in each material, and edge passivation may contribute. The temperature and flux are of a reasonable order for such growth, but the absolute densities are rough. The real surface is not a square lattice, and the clean surface is reconstructed, which a single hop barrier does not describe.

Real islands also have area. Treating them as growing disks lowers the clean density to 4.8 × 10¹¹ cm⁻², about half. The ratios to the clean surface become 6.2 for the V-like and 0.44 for the III-like layer, so the signs survive. The second digit depends on the capture radius: enlarging it by half a site gives 4.6 × 10¹¹ cm⁻² and a V-like ratio of 6.0. Stable pairs are a stronger assumption. For pairs to break at no more than a tenth of the rate F/N, the detachment barrier must be about 1.7 to 1.8 eV. If it is well below this range, pairs no longer act as stable nuclei and the laws for all three surfaces must be replaced. On the V-like layer, atoms that have joined a seed can then leave again, and more of them are buried.

The size of the V-like increase is sensitive to energy. Changing the burial barrier to 1.00 or 1.20 eV, at fixed gain, changes the ratio from 4.9 to 10 or 2.2.

Temperature acts in two ways. Since κ/D is proportional to exp[−(1.10 − 0.50) eV/kT], heating produces more seeds as long as they are permanent. At 773 K the V-like ratio is 11, although release, at 4.1 per second, has become faster than F/N = 2.6 per second. Scaling the permanent and clean laws from 673 K would give about 17; integrating the rate equations with release switched off gives about 15, so the drop from 15 to 11 is due to the loss of seeds and the rest to corrections to the asymptotic laws. The III-like ratio is 0.52.

**Recommendation**

The claim that surfactants work by slowing adatoms down should be withdrawn as a general statement. For As and Sb, the authors may report a reduced island spacing. To claim a smaller effective diffusion coefficient D_eff they need evidence that burial is reversible or absent, that island edges absorb freely, and that the surfactant has not changed the stability of the smallest islands. To claim slower hopping on top of the layer they must also show that K is too small to account for the change, because D = (1 + K)D_eff. For Ga and In, the observed lower density contradicts the proposed rule. The numerical output below lists the model energies, rates and island densities used in this comment.

Table of computed values

```
Monte Carlo test, dose 0.1 atom/site: islands per site
  clean: simulated 0.0096, rate equations 0.0106
  permanent burial: simulated 0.0219, rate equations 0.0225
  reversible burial: simulated 0.0065, rate equations 0.0067
  passivated edges: simulated 0.0176, rate equations 0.0177
  clean, flux/10: simulated 0.0055, rate equations 0.0055
  permanent, flux/10: simulated 0.0227, rate equations 0.0225
  density ratio on flux/10: clean 0.57, permanent burial 1.04
Example: T 673 K, kT 0.0580 eV, prefactor 1e+13 1/s
flux 0.01 BL/s = 0.02 atoms/site/s; dose 0.1 BL = 0.2 atoms/site
lattice period 0.384 nm, site density 7.831e+14 1/cm2
hop barriers: clean 0.75 eV, both surfactants 0.50 eV
burial barrier 1.10 eV; gain V-like 0.80 eV, III-like 0.10 eV
D: clean 6.047e+06, surfactants 4.505e+08 sites2/s
D ratio surfactant/clean 74.5
burial rate 5.789e+04 1/s; release V-like 5.913e-02, III-like 1.032e+04 1/s
clean: N 1.168e-03 per site = 9.15e+11 1/cm2, spacing 10.45 nm
  N/N_clean 1.00, flux exponent 0.319, flux/N 17.12 1/s
group-V-like: N 5.753e-03 per site = 4.50e+12 1/cm2, spacing 4.71 nm
  N/N_clean 4.92, flux exponent 0.006, flux/N 3.48 1/s
group-III-like: N 5.366e-04 per site = 4.20e+11 1/cm2, spacing 15.43 nm
  N/N_clean 0.46, flux exponent 0.321, flux/N 37.27 1/s
closed laws per site: clean 1.164e-03, V-like 5.702e-03, III-like 5.337e-04
III-like: K 5.61, effective D 6.817e+07 sites2/s
V-like: rms run before burial if no islands 63.0 nm
V-like: fraction of atoms acting as seeds 2.92 %
crossover gain: integrated 0.251 eV, law 0.249 eV
edge sticking that mimics V-like density 2.73e-03, extra edge barrier 0.34 eV
flux exponent with passivated edges 0.329
Neglected effects:
  clean: finite islands N 4.76e+11 1/cm2, N/N_clean 1.00
    pair detachment barrier needed 1.70 eV
  group-V-like: finite islands N 2.93e+12 1/cm2, N/N_clean 6.16
    pair detachment barrier needed 1.80 eV
  group-III-like: finite islands N 2.08e+11 1/cm2, N/N_clean 0.44
    pair detachment barrier needed 1.66 eV
  V-like, burial barrier 1.00 eV: N/N_clean 10.07
  V-like, burial barrier 1.20 eV: N/N_clean 2.24
  at 773 K: N/N_clean V-like 11.06, III-like 0.52
  at 773 K: V-like release 4.10 1/s, flux/N 2.64 1/s
```
